# Photoemission from N-layer subbands and the emergence of bulk dispersion

**Q.** Each layer orbital of an $N$-layer film gives $N$ discrete levels at each in-plane wavevector. Nothing in it disperses along the normal. How can photoemission from it show a band $E(k_z)$?

**A.** The levels do not move with $k_z$, but their intensities do. The photoelectron collects an amplitude from every layer, and the phase between layers depends on the final-state wavevector $k_z$ inside the film. Apart from a factor common to all layers, each level is brightest where the layer amplitudes add most constructively. We need the level's wavefunction first.

Take normal emission, so the in-plane wavevector is zero. Each layer has one orbital $\phi$, orthogonal to those of other layers and identical to them up to a translation along $z$. Layer $j=1$ is on top and layer $j$ sits at $z_j=-(j-1)d$. The layer level is $E_0$, neighbouring layers are coupled by $-t$ with $t>0$, and the film ends are free. The amplitudes $c_j$ obey

$$-t(c_{j-1}+c_{j+1})=(E-E_0)c_j,\qquad c_0=c_{N+1}=0 .$$

The trial form $c_j\propto\sin j\theta$ satisfies the left boundary condition. Since $\sin(j-1)\theta+\sin(j+1)\theta=2\cos\theta\sin j\theta$, it solves the equation with $E=E_0-2t\cos\theta$. The right boundary condition requires $\sin(N+1)\theta=0$, so

$$\theta_n=\frac{n\pi}{N+1},\qquad E_n=E_0-2t\cos\theta_n,\qquad n=1,\dots,N .$$

For the norm, $\sum_{j=0}^{N}\sin^2 j\theta_n=\tfrac12\sum_{j=0}^{N}(1-\cos 2j\theta_n)=\tfrac12(N+1)$, because the cosines are the real parts of equally spaced unit phases that sum to zero. Hence $c_j=\sqrt{2/(N+1)}\,\sin j\theta_n$.

**Q.** You want to add these amplitudes with phases. The dipole operator acts inside each orbital, and the electron is damped on its way out. Why should the layers share a common factor?

**A.** Let the final state be a plane wave whose intensity decays with depth as $e^{-\text{depth}/\lambda}$, where $\lambda$ is the mean free path. Its amplitude decays at half that rate. Its complex conjugate is $e^{-iKz}$ with $K=k_z+i/2\lambda$, since $-iKz=-ik_zz+z/2\lambda$ and $z<0$ in the film.

Take the light field as uniform, which neglects the photon wavevector. At zero in-plane wavevector the field component along $z$ does the work, through $p_z=-i\hbar\,\partial_z$. For one layer, integration by parts gives

$$\int e^{-iKz}(-i\hbar)\phi'(z-z_j)\,dz=\hbar K\int e^{-iKz}\phi(z-z_j)\,dz=\hbar K\,\tilde\phi(K)\,e^{-iKz_j}.$$

The last step shifts the integration variable by $z_j$, and $\tilde\phi(K)=\int e^{-iKx}\phi(x)\,dx$. Everything except $e^{-iKz_j}$ is common to all layers. This continues the damping factor through the small orbital tail above the top layer. Define

$$q=k_zd,\qquad a=\frac{d}{2\lambda},\qquad w=e^{iq-a}.$$

Then $e^{-iKz_j}=w^{j-1}$, and the intensity divided by the common factor is

$$I_n(q)=\Big|\sum_{j=1}^{N}c_j\,w^{j-1}\Big|^2 .$$

A single layer gives $I_1=1$ at every $q$. Two layers have $c=(1,\pm1)/\sqrt2$, and without damping they give $I=1\pm\cos q$, the pattern of two slits.

**Q.** In MoS2 alternate layers are rotated by 180°. They are not translated copies.

**A.** For the zone-centre valence band, the part of the layer orbital seen in normal emission is its in-plane average. Rotation about the normal leaves that average unchanged, and a lateral offset gives no phase at zero in-plane wavevector. The reduced intensity $I_n$ therefore has the period $2\pi/d$ of the single-layer spacing, although the crystal repeats after $2d$.

The orbital is also even under reflection in the layer plane. Facing lobes of neighbouring layers then have equal sign when $q=0$, which is the bonding combination. This is why the hopping is written as $-t$, and why the band top lies at odd multiples of $\pi/d$.

**Q.** Can the sum be done in closed form, or must I trust plots?

**A.** It can. Write $\theta$ for $\theta_n$, $s_j=\sin j\theta$ and $S=\sum_{j=1}^N s_jw^{j-1}$, and multiply $S$ by $1-2w\cos\theta+w^2$. The coefficient of $w^m$ for $1\le m\le N-1$ is $s_{m+1}-2\cos\theta\,s_m+s_{m-1}=0$. For $m=N$ it is $-2\cos\theta\,s_N+s_{N-1}=-s_{N+1}=0$. What remains is $s_1$ at $m=0$ and $s_N$ at $m=N+1$. With $s_N=\sin(n\pi-\theta)=-(-1)^n\sin\theta$,

$$S=\frac{\sin\theta\,[1-(-1)^nw^{N+1}]}{1-2w\cos\theta+w^2}.$$

The squared numerator bracket is

$$|1-(-1)^nw^{N+1}|^2=2e^{-(N+1)a}\big[\cosh (N+1)a-(-1)^n\cos (N+1)q\big].$$

For the denominator put $w=e^{iQ}$, $Q=q+ia$. Then

$$1-2w\cos\theta+w^2=2w(\cos Q-\cos\theta)=-4w\sin\tfrac{Q+\theta}2\sin\tfrac{Q-\theta}2 .$$

Since $|\sin\frac{x+ia}{2}|^2=\frac12(\cosh a-\cos x)$ and $|w|^2=e^{-2a}$, its squared modulus is $4e^{-2a}D$, where

$$D=[\cosh a-\cos(q-\theta)][\cosh a-\cos(q+\theta)].$$

Including the norm $2/(N+1)$, the factors $2\cdot2/4$ cancel and the exponents combine to $-(N-1)a$:

$$I_n(q)=\frac{e^{-(N-1)a}\sin^2\theta_n\,[\cosh(N+1)a-(-1)^n\cos(N+1)q]}{(N+1)\,D}.$$

This was tested against layer sums built from numerically diagonalized films with $N=2,3,5,12$, at four values of $q$ and $a=0,\ 0.2,\ 0.5125$. All agreed within a relative $10^{-9}$ plus an absolute $10^{-11}$.

**Q.** Start without damping. Where are the peaks, and how narrow are they?

**A.** At $a=0$, $D=(\cos q-\cos\theta)^2$. Set $q=\theta+\delta$. Because $(N+1)\theta=n\pi$, the numerator bracket becomes $1-\cos(N+1)\delta=2\sin^2x$ with $x=(N+1)\delta/2$. For small $\delta$,

$$\cos q-\cos\theta\simeq-\delta\sin\theta\,(1+\tfrac12\delta\cot\theta),$$

$$I_n\simeq\frac{N+1}{2}\Big(\frac{\sin x}{x}\Big)^2(1-\delta\cot\theta).$$

At $q=\theta$ the value is $(N+1)/2$. The function $(\sin x/x)^2$ falls to one half at $x=1.3916$, and $\delta=2x/(N+1)$, so the full width at half maximum for large $N$ is

$$\Delta k_z\simeq\frac{4\times1.3916}{(N+1)d}=\frac{5.566}{(N+1)d}.$$

The height grows as the width shrinks. The zone average of $I_n$ stays at $\sum_jc_j^2=1$, because cross terms between different layers average to zero over $q$.

The maximum is slightly off $\theta$. Using $(\sin x/x)^2\simeq1-x^2/3$, we maximize $-(N+1)^2\delta^2/12-\delta\cot\theta$, which gives $\delta=-6\cot\theta/(N+1)^2$. This holds for a level inside the band, with $\theta$ held fixed as $N$ grows.

**Q.** And near the band edges, where $\cot\theta$ is large?

**A.** There the peaks at $+\theta$ and $-\theta$ overlap and the expansion fails. For $n=1$ all $c_j$ are positive, so $|\sum_jc_jw^{j-1}|\le\sum_jc_je^{-a(j-1)}$, with equality at $q=0$. The lowest level therefore peaks at the zone centre, not at $\theta_1$, with or without damping. For $n=N$ the amplitudes are the same apart from alternating signs, and the peak moves to $q=\pi$. Without damping both have the height

$$\frac{2\sin^2\theta_1}{(N+1)(1-\cos\theta_1)^2}=\frac{2\cot^2(\theta_1/2)}{N+1}.$$

For $N=5$ this is $2\times13.93/6=4.64$, against 3 for the central level.

**Q.** Narrow peaks at positions near $\theta_n$ are suggestive. They also have side lobes. Do you have a proof that the whole spectrum becomes the bulk band?

**A.** Yes, through its energy moments at fixed $q$. Let $v_j=w^{j-1}$. The film states are complete, so $\sum_nI_nE_n^p=v^\dagger H^pv$, where $H$ is the layer Hamiltonian.

At $a=0$, $v^\dagger v=N$. Each of the $N-1$ bonds contributes $-2t\cos q$ to the energy, so the mean is

$$\bar E=E_0-2t\cos q\,\frac{N-1}{N}.$$

For the second moment with $N\ge2$, let $H'=H-E_0$. In an inner layer $(H'v)_j=-2t\cos q\,v_j$. In each end layer one neighbour is missing and $|(H'v)_j|=t$. Therefore

$$\sigma_E^2=\frac{4t^2\cos^2q\,(N-2)+2t^2}{N}-4t^2\cos^2q\,\frac{(N-1)^2}{N^2}
=\frac{2t^2}{N}-\frac{4t^2\cos^2q}{N^2},$$

where $N(N-2)-(N-1)^2=-1$ was used. By Chebyshev's inequality, the fraction of intensity farther than $\epsilon$ from $\bar E$ is at most $\sigma_E^2/\epsilon^2$. It vanishes as $N\to\infty$ for any fixed $\epsilon$, while $\bar E$ tends to the bulk energy. The normalized spectrum thus tends to $\delta(E-E_0+2t\cos q)$.

The side lobes explain why $\sigma_E$ falls as $N^{-1/2}$ while the half-width falls as $1/N$. Their envelope decays as $1/\delta^2$, so they dominate the second moment.

**Q.** Real photoelectrons come from the top few layers. Surely the sharpening stops.

**A.** It does. Hold $a>0$ fixed and let $(N+1)a\gg1$. The oscillating cosine is then negligible beside the hyperbolic cosine, and $e^{-(N-1)a}\cosh(N+1)a\to e^{2a}/2$. To find the peaks, multiply out $D$ using $\cos(q-\theta)\cos(q+\theta)=\cos^2q+\cos^2\theta-1$:

$$D=\cos^2q+\cos^2\theta+\sinh^2a-2\cosh a\cos q\cos\theta$$
$$\phantom{D}=(\cos q-\cosh a\cos\theta)^2+\sinh^2a\,\sin^2\theta .$$

At fixed level, $D$ is smallest at

$$\cos q^*=\cosh a\,\cos\theta$$

if the right side lies between $-1$ and $1$. Otherwise the peak sits at the zone centre or boundary. At an interior peak $\sin^2\theta$ cancels, leaving the common height $e^{2a}/[2(N+1)\sinh^2a]$.

In mid-band, $\theta=\pi/2$ and $q=\pi/2+\delta$, so $D=\sin^2\delta+\sinh^2a$. It doubles when $\sin\delta=\sinh a$, hence

$$\Delta k_z=\frac{2\arcsin(\sinh a)}{d}\ \longrightarrow\ \frac{2a}{d}=\frac1\lambda\quad(a\ll1).$$

If $\sinh a>1$, the intensity never drops to half its peak. The level is then modulated in $k_z$ without having a width at half maximum.

**Q.** If the peak positions are shifted, which curve does a thick film trace?

**A.** It depends on how the map is read. Interior peaks at fixed energy obey $E-E_0=-2t\cos q^*/\cosh a$, a band reduced by $1/\cosh a$. The mean energy at fixed $q$ is reduced differently. With $r=e^{-a}$, the weight and the bond energies are geometric sums:

$$\sum_nI_n=\frac{1-r^{2N}}{1-r^2},\qquad
\bar E=E_0-2t\,r\cos q\,\frac{1-r^{2(N-1)}}{1-r^{2N}} .$$

For $N\to\infty$ the reduction factor is $e^{-a}$. For the variance in that limit, the top layer has $(H'v)_1=-tw$ and all others have $(H'v)_j=-t(w+w^{-1})v_j$. Dividing by the total weight $1/(1-r^2)$,

$$\overline{(E-E_0)^2}=t^2\big[r^2(1-r^2)+|1+w^2|^2\big]=t^2\big[1-r^2+4r^2\cos^2q\big],$$

since $|1+w^2|^2=1+2r^2\cos2q+r^4$. Subtracting the squared mean $4t^2r^2\cos^2q$ gives

$$\sigma_E^2=t^2(1-e^{-d/\lambda}),$$

the same at every $q$. In a film of more than one layer, an rms energy spread small compared with $t$ at every $q$ thus needs both many layers and $\lambda\gg d$.

The full line shape follows by replacing $\sum_n$ with $\frac{N+1}{\pi}\int d\theta$ and using $dE=2t\sin\theta\,d\theta$. Since $D$ is symmetric in $\cos q$ and $\cos\theta$, with $C=\cos\theta=(E_0-E)/2t$,

$$A(E,q)=\frac{e^{2a}\sqrt{1-C^2}}{4\pi t\,[(C-\cosh a\cos q)^2+\sinh^2a\,\sin^2q]} .$$

As $a\to0$, for $q$ away from the zone centre and boundary, it becomes a narrow Lorentzian in $C$ centred on $\cos q$, which is the bulk band.

A third reading is the maximum of $A$ in energy at fixed $q$. Near mid-band, setting $\partial_C\ln A=0$ to first order in $C$ and $\cos q$ gives $-C-2(C-\cosh a\cos q)/\sinh^2a=0$, so $C=2\cosh a\cos q/(1+\cosh^2a)$. This factor differs from 1 only at order $a^4$. At $q=0$ the same condition gives $C^2+C\cosh a-2=0$. These peaks stay much closer to the bulk band than the other two curves.

**Q.** Put numbers in.

**A.** Take rough typical values for MoS2: $d=0.615$ nm, $t=0.33$ eV, $E_0=-6.20$ eV from vacuum, inner potential $V_0=12$ eV and $\lambda=0.60$ nm, held fixed over the photon range. Then $a=0.615/1.20=0.5125$ and $\pi/d=5.108$ nm$^{-1}$.

For five layers, look between $6\pi/d$ and $7\pi/d$. The top level has $\theta_5=150°$, so $E_5=-6.20+0.66\times0.866=-5.63$ eV. Its reduced intensity peaks at $k_z=7\pi/d=35.76$ nm$^{-1}$. Energy conservation gives the photon energy

$$h\nu=\frac{\hbar^2k_z^2}{2m}-V_0-E_n=48.716-12.000+5.628=42.34\ \text{eV}.$$

The damped peaks of $I_n$ for all five levels, with heights relative to a single top layer, are:

| $n$ | $E_n$ (eV) | $\theta_n$ position (nm$^{-1}$) | peak (nm$^{-1}$) | height | $h\nu$ (eV) |
|---|---|---|---|---|---|
| 1 | −6.77 | 31.50 | 30.65 | 0.88 | 30.6 |
| 2 | −6.53 | 32.35 | 32.08 | 0.75 | 33.7 |
| 3 | −6.20 | 33.20 | 33.20 | 0.74 | 36.2 |
| 4 | −5.87 | 34.06 | 34.33 | 0.75 | 38.8 |
| 5 | −5.63 | 34.91 | 35.76 | 0.88 | 42.3 |

The outer levels sit at the zone centre and boundary, as the sign argument requires. For $n=2$ the thick-film law gives $\cos q^*=0.5/0.8817$ and $k_z=32.22$ nm$^{-1}$. The actual peak is lower, because five layers still have visible interference from the film bottom.

**Q.** How many layers until it looks like bulk?

**A.** For the central level the widths in nm$^{-1}$ are:

| $N$ | undamped | damped |
|---|---|---|
| 3 | 2.55 | 3.03 |
| 5 | 1.59 | 2.17 |
| 9 | 0.92 | 1.84 |
| 19 | 0.45 | 1.84 |
| 39 | 0.23 | 1.84 |

Without damping the sharpening continues. At 39 layers $5.566/(40\times0.615)=0.226$ nm$^{-1}$ agrees with the direct 0.227. With damping it is over for this level by about nine layers, at a width somewhat above $1/\lambda=1.67$ nm$^{-1}$. The levels at the band edges keep narrowing in thicker films before they too saturate. The thick-film energy spread is $\sigma_E=0.26$ eV. The bulk band is 1.32 eV wide, but the mean energy at fixed $k_z$ sweeps 0.79 eV and the peak law carries the factor 0.88. Fitting either the mean energies or the interior $k_z$ peaks at fixed energy to the undamped band $E_0-2t\cos q$ would therefore underestimate $t$ in this model. The maxima in energy at fixed $k_z$ do much better: their factor is 0.99 in mid-band and 0.96 at the zone centre, and they sweep 1.26 eV.

**Q.** How much of this survives in a real MoS2 film?

**A.** The parameters are of typical size but rough, and in thick films the $k_z$ width of a given level is set by the mean free path and the layer spacing, while $\sigma_E$ is proportional to $t$ and depends more weakly on $\lambda$. Below $\lambda=0.35$ nm the central level of a thick film would no longer fall to half its peak intensity at any $k_z$. The one-orbital assumption is the largest error sized for the energies. A mirror-odd orbital 2.5 eV below, coupled with strength $t$, moves a five-layer level by up to 0.11 eV and mixes in up to 5% of its weight, which also spoils the common factor. A 5% weight is a 22% amplitude: if the odd orbital's form factor is as large as the even one's, peak heights change by up to about 30% and peak positions by up to 0.1 to 0.2 nm$^{-1}$. Raising both outer layers by 0.05 eV moves levels by up to 0.03 eV.

In $k_z$, the factor common to all layers moves the measured peaks by an amount that depends on the orbital. For example, a layer form factor $1\pm0.5\sin(k_z\times0.156\ \text{nm})$ shifts the central peak by $+0.10$ or $-0.04$ nm$^{-1}$, and the factor $|K|^2$ on its own shifts it by $+0.05$ nm$^{-1}$. At a fixed photon energy near 36 eV the five levels are seen at values of $k_z$ spread over about 0.45 nm$^{-1}$, so one spectrum is not a cut at constant $k_z$. Reflection at a free film bottom, modelled as a potential step half a layer spacing below the last layer, changes the central level's intensity by about 1% of its peak. With the step at the last layer plane the change is about 2% for point-like layers. The step then cuts the orbital, and a Gaussian orbital of width 0.06 nm gives about 4%. Thermal motion at 300 K, with a rough mean square displacement of $6\times10^{-5}$ nm$^2$, removes about 6% of the coherent intensity.

An energy broadening of 0.10 eV equals the mid-band level spacing $2\pi t/(N+1)$ at $N\approx20$. As $N$ grows further the separate levels gradually blur together there, though their $k_z$ widths saturated much earlier. Final-state bands beyond a damped plane wave, the photon wavevector and a gate field across the layers are not included. The first can distort peak positions by an amount this model cannot estimate. The photon wavevector, 0.18 nm$^{-1}$ at 36 eV, can shift them by up to its own size. The numerical output below gives the remaining figures.

## Computed results

```
layer spacing d = 0.615 nm; hopping t = 0.33 eV
layer level E0 = -6.20 eV from vacuum; inner potential 12.0 eV
mean free path = 0.60 nm; a = d/(2 mfp) = 0.5125
pi/d = 5.108 1/nm; bulk band width 4t = 1.320 eV
N=5, kz between 6 pi/d and 7 pi/d; kz in 1/nm, energies in eV
n  E_n     kz(theta)  kz peak  kz peak   height  height   photon
                      undamped damped    undamp. damped   energy
1  -6.772  31.501     30.650   30.650    4.643   0.883    30.56
2  -6.530  32.352     32.171   32.081    3.098   0.755    33.74
3  -6.200  33.204     33.204   33.204    3.000   0.738    36.20
4  -5.870  34.055     34.236   34.327    3.098   0.755    38.76
5  -5.628  34.907     35.758   35.758    4.643   0.883    42.34
central subband FWHM (1/nm) and rms energy width at q=pi/2 (eV)
N   FWHM undamped  FWHM damped  rms undamped  rms damped
3   2.554          3.027        0.269         0.287
5   1.586          2.169        0.209         0.267
9   0.921          1.841        0.156         0.264
19  0.455          1.837        0.107         0.264
39  0.227          1.837        0.075         0.264
undamped width constant (N+1) d FWHM = 5.5662
thick-film FWHM = 1.837 1/nm; 1/mfp = 1.667 1/nm
thick-film rms energy width = 0.264 eV
centroid band width 4t exp(-a) = 0.791 eV
peak-law factor 1/cosh(a) = 0.8817
half-maximum lost below mfp = 0.349 nm
Neglected effects, N=5:
odd orbital 2.5 eV below: max level shift = 0.114 eV
odd orbital: max admixed weight = 0.047
outer layers raised 0.05 eV: max level shift = 0.033 eV
form factor 1+0.5 sin(0.156 nm kz): n=3 peak shift = +0.103 1/nm
form factor 1-0.5 sin(0.156 nm kz): n=3 peak shift = -0.038 1/nm
kz spread of subbands at fixed photon energy = 0.452 1/nm
bottom reflection amplitude = 0.084; n=3 intensity change = 1.12 % of peak
thermal displacement^2 at 300 K = 6.0e-05 nm^2: coherent loss = 6.4 %
energy broadening 0.10 eV equals mid-band spacing at N+1 = 20.7
```
